# Internal oxidation with a mobile solute: front motion and oxide enrichment

Q: An alloy of a noble metal A with a little B is held in oxygen. Oxygen dissolves, diffuses inward and turns B into oxide particles. Each layer had a certain amount of B at the start. Why should it end up with any other amount of oxide?

A: It would end up with that amount if B stayed where it was. But the oxidizing region removes free B, so B just ahead of it diffuses toward it. The oxide formed in a layer can therefore include B that began deeper in the alloy. To find how much, we need the motion of the front and the flow of B together.

Let the alloy fill \(x>0\). I measure all amounts in moles per mole of original metal: \(N_O\) for dissolved oxygen, \(N_B\) for free solute, \(X\) for the oxide \(\mathrm{BO}_\nu\). Initially \(N_B=N_0\), with no oxygen. From \(t=0\) the surface value of \(N_O\) is held at \(N_s\). The alloy is dilute, and its molar volume and the diffusivities \(D_O\) and \(D_B\) are constant. A does not oxidize. The oxide neither moves nor obstructs diffusion, and no scale forms on the surface. If \(R\ge0\) is the local rate of oxide formation,

\[
\partial_t N_O=D_O\partial_x^2N_O-\nu R,\qquad
\partial_t N_B=D_B\partial_x^2N_B-R,\qquad \partial_tX=R .
\]

Q: These equations contain a reaction spread through the alloy. Where does a front come from?

A: From two further assumptions: the reaction is instantaneous and the oxide has a negligible solubility product. Free oxygen and free B then cannot coexist. In a region with oxygen, \(N_B=0\) throughout, and the second equation gives \(R=0\). In a region with free B, \(N_O=0\), and the first gives \(R=0\). Reaction is left to the boundary between them, at \(x=\xi(t)\), where both free fractions vanish. I take one such boundary, with oxygen on the surface side.

Q: You will now assume that \(\xi\) grows as \(\sqrt t\), I suppose.

A: The problem suggests it. Replace \(x\) by \(\lambda x\) and \(t\) by \(\lambda^2t\). The diffusion equations, the uniform initial state and the constant surface value keep their form, so no length is available except those made from \(\sqrt{D_Ot}\) and \(\sqrt{D_Bt}\). I therefore write

\[
\xi=2\gamma\sqrt{D_Ot},\qquad \varphi=\frac{D_O}{D_B},\qquad
u=\frac{\xi}{2\sqrt{D_Bt}}=\gamma\sqrt\varphi ,
\]

with \(\gamma\) an unknown constant. Whether a constant can satisfy all conditions must still be shown.

On either side, with the appropriate \(D\), set \(\eta=x/(2\sqrt{Dt})\) and let \(N\) depend on \(\eta\). Then

\[
\partial_tN=-\frac{\eta}{2t}N'(\eta),\qquad
D\partial_x^2N=\frac{1}{4t}N''(\eta).
\]

Equating them gives \(N''=-2\eta N'\), hence \(N'\propto e^{-\eta^2}\), and \(N\) is a constant plus a multiple of \(\operatorname{erf}\eta\).

For oxygen, \(N_O=N_s+b\operatorname{erf}\eta\) has the right surface value, and its zero at \(\eta=\gamma\) requires \(b=-N_s/\operatorname{erf}\gamma\). For B, it is convenient to use \(\operatorname{erfc}=1-\operatorname{erf}\), which vanishes far inside. The far value \(N_0\) and the zero at \(\eta=u\) fix the constants. Thus

\[
N_O=N_s\left[1-\frac{\operatorname{erf}(x/2\sqrt{D_Ot})}{\operatorname{erf}\gamma}\right]
\quad(x<\xi),
\]

\[
N_B=N_0\left[1-\frac{\operatorname{erfc}(x/2\sqrt{D_Bt})}{\operatorname{erfc}u}\right]
\quad(x>\xi).
\]

Q: What happens at the front itself? I would expect the oxide fraction there to be \(N_0\) plus whatever arrives by diffusion.

A: That would count B twice. Free B has already fallen to zero at the front, so all B that enters the oxide arrives through the gradient just ahead.

To see this from conservation, take a thin fixed strip containing the front, and let \(f\) be the oxide fraction just behind it. When the front advances by \(d\xi\), the strip gains \(f\,d\xi\) of B as oxide. It loses \(N_B(\xi^+)d\xi=0\) as free B. The change of the smooth part of the free B vanishes as the strip is made thin. The flux of B in the positive \(x\) direction is \(-D_B\partial_xN_B\) on the right face and zero on the left. Inflow minus outflow therefore gives

\[
f\dot\xi=D_B\,\partial_xN_B\big|_{\xi^+}.
\]

The same balance for oxygen has zero flux on the right and \(-D_O\partial_xN_O\) entering on the left:

\[
\nu f\dot\xi=-D_O\,\partial_xN_O\big|_{\xi^-}.
\]

Both right sides are positive, since \(N_O\) falls toward the front and \(N_B\) rises beyond it. These are two laws for two unknowns, \(f\) and \(\gamma\).

Q: Then eliminate \(f\), and keep the factors visible.

A: The derivative of \(\operatorname{erf}\eta\) is \(2e^{-\eta^2}/\sqrt\pi\), and \(\partial_x\eta=1/(2\sqrt{Dt})\). The twos cancel:

\[
\partial_xN_O\big|_{\xi^-}=-\frac{N_se^{-\gamma^2}}{\operatorname{erf}\gamma\sqrt{\pi D_Ot}},
\qquad
\partial_xN_B\big|_{\xi^+}=\frac{N_0}{\operatorname{erfcx}(u)\sqrt{\pi D_Bt}},
\]

where \(\operatorname{erfcx}(u)=e^{u^2}\operatorname{erfc}u\). Setting the oxygen flux equal to \(\nu\) times the solute flux and multiplying by \(\sqrt{\pi t}\) gives

\[
\sqrt{D_O}\,\frac{N_se^{-\gamma^2}}{\operatorname{erf}\gamma}
=\nu\sqrt{D_B}\,\frac{N_0}{\operatorname{erfcx}(u)} .
\]

Time has gone, so a constant \(\gamma\) is consistent. Dividing by \(\nu N_0\sqrt{D_O}\) and moving the oxygen factor to the right yields the coupled similarity equation

\[
r\equiv\frac{N_s}{\nu N_0}
=\frac{e^{\gamma^2}\operatorname{erf}\gamma}
{\sqrt\varphi\,\operatorname{erfcx}(\gamma\sqrt\varphi)} .
\]

Q: Could it have no solution, or several?

A: Put \(z=u+s\) in \(\operatorname{erfc}u=(2/\sqrt\pi)\int_u^\infty e^{-z^2}dz\). This gives

\[
\operatorname{erfcx}(u)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2-2us}\,ds ,
\]

which decreases as \(u\) grows. The numerator of the coupled equation increases with \(\gamma\) and its denominator decreases, so the right side increases. It starts at zero and grows without bound. There is therefore one positive root for every positive \(r\).

Q: And the oxide fraction?

A: Return to the B balance. Since \(\gamma\sqrt{D_O}=u\sqrt{D_B}\), the front speed is \(\dot\xi=\xi/(2t)=u\sqrt{D_B/t}\). Therefore

\[
f=\frac{D_BN_0}{\operatorname{erfcx}(u)\sqrt{\pi D_Bt}}\,
\frac{1}{u}\sqrt{\frac{t}{D_B}}
=\frac{N_0}{\sqrt\pi\,u\,\operatorname{erfcx}(u)} .
\]

The enrichment is

\[
\alpha\equiv\frac f{N_0}=\frac{1}{\sqrt\pi\,u\,\operatorname{erfcx}(u)} .
\]

The flux of B and the front speed both fall as \(t^{-1/2}\), so their ratio is constant. Every layer receives the same \(f\), and nothing changes it later because \(R=0\) behind the front.

Q: Nothing in that formula tells me that \(\alpha\) exceeds one.

A: Substitute \(s=p/u\) in the integral for \(\operatorname{erfcx}\):

\[
u\operatorname{erfcx}(u)=\frac2{\sqrt\pi}\int_0^\infty e^{-2p-p^2/u^2}\,dp
<\frac2{\sqrt\pi}\int_0^\infty e^{-2p}\,dp=\frac1{\sqrt\pi}.
\]

Hence \(\alpha>1\) for every finite \(u\). The first integral grows with \(u\), so \(\alpha\) falls as \(u\) rises. The quantity \(u\) compares the front depth with the diffusion length of B: a front that outruns the solute gathers little beyond what each layer already held.

Q: Give me numbers.

A: Take round model parameters, chosen to make the enrichment easy to see and not measured for a particular alloy: \(D_O=10^{-12}\ \mathrm{m^2/s}\), \(D_B=10^{-14}\ \mathrm{m^2/s}\), \(N_s=3\times10^{-4}\), \(N_0=0.02\), \(\nu=1.5\) and \(t=3.6\times10^5\) s, which is 100 h. Then \(\varphi=100\) and \(r=3\times10^{-4}/(1.5\times0.02)=0.01\). A bracketing root search on the coupled equation gives \(\gamma=0.05309\), so \(u=0.5309\). With \(\operatorname{erfcx}(u)=0.6002\),

\[
\alpha=\frac1{1.7725\times0.5309\times0.6002}=1.771,
\qquad f=1.771\times0.02=0.0354 .
\]

The oxidized zone holds 77% more B than the same metal held initially. Since \(\sqrt{D_Ot}=600\ \mu\mathrm m\), the front lies at \(\xi=2\times0.05309\times600=63.7\ \mu\mathrm m\). Its speed is \(\xi/(2t)=8.85\times10^{-11}\ \mathrm{m/s}\).

The gradient formulas give \(313.3\ \mathrm{m^{-1}}\) for B and \(-4.700\ \mathrm{m^{-1}}\) for oxygen at the front. The two balances then read

\[
f=\frac{10^{-14}\times313.3}{8.85\times10^{-11}}=0.0354,
\qquad
f=\frac{10^{-12}\times4.700}{1.5\times8.85\times10^{-11}}=0.0354 .
\]

Q: If the oxidized zone has gained B, show me where it is missing.

A: No B crosses the surface. Down to a far depth \(L\), conservation therefore says

\[
f\xi+\int_\xi^LN_B\,dx=N_0L=N_0\xi+\int_\xi^LN_0\,dx .
\]

Rearranging and letting \(L\to\infty\),

\[
(f-N_0)\xi=\int_\xi^\infty(N_0-N_B)\,dx .
\]

In the example the left side is \(0.01541\times63.71=0.982\ \mu\mathrm m\). Numerical quadrature of the profile on the right also gives \(0.982\ \mu\mathrm m\). The unit is a length because a molar fraction has been integrated over depth. The depletion reaches well beyond the front: at \(x=2\xi\), \(N_B=0.0141\), still 29% below its initial value.

Q: Does the oxygen budget close as well?

A: The surface flux is

\[
J_s=-D_O\,\partial_xN_O\big|_{0}
=\frac{D_ON_s}{\operatorname{erf}\gamma\sqrt{\pi D_Ot}} .
\]

Because it varies as \(t^{-1/2}\), its integral from time zero is \(2tJ_s\). This uptake must equal the oxygen in oxide plus the dissolved oxygen:

\[
2tJ_s=\nu f\xi+\int_0^\xi N_O\,dx .
\]

The uptake is \(3.394\ \mu\mathrm m\). The oxide contains \(3.384\ \mu\mathrm m\), and quadrature gives \(0.010\ \mu\mathrm m\) dissolved. About 0.3% of the oxygen taken up remains in solution, because \(N_s\) is much smaller than \(\nu f\).

Q: B comes to meet the oxygen. Surely that helps the front advance.

A: It has the opposite effect, since the front must convert all the B that arrives. From the enrichment formula, \(1/\operatorname{erfcx}(u)=\sqrt\pi u\alpha\). Put this in the coupled equation and use \(u/\sqrt\varphi=\gamma\):

\[
r=h(\gamma)\,\alpha,\qquad
h(\gamma)=\sqrt\pi\,\gamma e^{\gamma^2}\operatorname{erf}\gamma .
\]

If B cannot move, each layer keeps its own B, so \(\alpha=1\) and \(h(\gamma)=r\). If B moves, \(h(\gamma)=r/\alpha<r\). Since \(h\) increases, \(\gamma\) is smaller.

With the same surface fraction \(N_s\), the immobile case has \(\gamma=0.0706\) and a depth of \(84.7\ \mu\mathrm m\). The mobile case reaches \(63.7\ \mu\mathrm m\), or 0.752 of that. For small \(\gamma\), \(\operatorname{erf}\gamma\approx2\gamma/\sqrt\pi\) and \(h\approx2\gamma^2\), so

\[
\gamma^2\approx\frac r{2\alpha},\qquad
\xi^2\approx\frac{2N_sD_Ot}{\nu f}.
\]

The depth ratio is then about \(1/\sqrt{1.771}=0.751\). The front is slower because each layer needs \(\alpha\) times as much oxygen.

Q: What if B is very slow, but not fixed?

A: Then \(u\gg1\). Expand \(e^{-p^2/u^2}\approx1-p^2/u^2\) in the integral. With \(\int_0^\infty p^2e^{-2p}dp=1/4\),

\[
\sqrt\pi\,u\operatorname{erfcx}(u)
\approx2\left(\frac12-\frac1{4u^2}\right)
=1-\frac1{2u^2},
\qquad \alpha\approx1+\frac1{2u^2}.
\]

If also \(\gamma\ll1\), then \(\gamma^2\approx r/2\) and \(u^2\approx\varphi r/2\), so

\[
\alpha-1\approx\frac1{\varphi r}=\frac{\nu N_0D_B}{N_sD_O}.
\]

This regime requires \(r\ll1\) and \(\varphi r\gg1\). The small excess measures the supply of solute against the supply of oxygen.

Q: And the other extreme, with B supplied easily and oxygen scarce?

A: For \(u\ll1\), \(\operatorname{erfcx}(u)\approx1\). With \(\gamma\ll1\) as well, the coupled equation becomes \(r\approx2\gamma/(\sqrt\pi\sqrt\varphi)\). Therefore

\[
\gamma\approx\frac{\sqrt\pi}{2}\sqrt\varphi\,r,\qquad
u\approx\frac{\sqrt\pi}{2}\varphi r,\qquad
\alpha\approx\frac1{\sqrt\pi u}\approx\frac2{\pi\varphi r}.
\]

The conditions are \(\varphi r\ll1\) and \(\sqrt\varphi\,r\ll1\). In original variables,

\[
f\approx\frac{2\nu N_0^2D_B}{\pi N_sD_O}.
\]

At a given time, one factor \(N_0\) comes from the flux of B, which is proportional to \(N_0\); the other comes from the front speed, which is inversely proportional to it. The depth is now proportional to \(N_s\), instead of its square root as in the immobile limit at small \(\gamma\).

The worked example has \(\varphi r=1\), between the limits. The slow-solute formula would give \(\alpha=2\), and the fast-solute formula 0.64, which violates \(\alpha>1\). The full root is needed there. At the same \(r\), an alloy with a far larger \(D_O/D_B\) lies near the slow-solute limit, and its enrichment is small.

Q: How strongly does the oxygen supply matter between those limits?

A: Keep the other parameters and the time fixed, and solve the coupled equation for four surface fractions:

| \(N_s\) | \(u\) | \(\alpha\) | \(\xi\) (μm) |
|---|---|---|---|
| \(1\times10^{-4}\) | 0.232 | 3.11 | 27.8 |
| \(3\times10^{-4}\) | 0.531 | 1.77 | 63.7 |
| \(1\times10^{-3}\) | 1.145 | 1.26 | 137.4 |
| \(3\times10^{-3}\) | 2.105 | 1.10 | 252.6 |

A larger \(N_s\) raises \(\gamma\) and \(u\), and hence lowers \(\alpha\). From the first row to the last, \(N_s\) grows thirtyfold and depth grows by a factor 9.1. A square-root law at fixed oxide content would give 5.5. The rest comes from the falling oxide content: the small-\(\gamma\) relation predicts \(\sqrt{30\times3.11/1.10}\approx9.2\).

Q: I still dislike one thing. You chose a single front and a square-root law, then found a solution of that kind. Would the original equations produce it unaided?

A: They can be solved without either choice. Define \(W=N_O-\nu N_B\). Subtracting \(\nu\) times the second reaction equation from the first removes \(R\):

\[
\partial_tW=\partial_x\left(D\,\partial_xW\right),\qquad
D=\begin{cases}D_O,&W>0\\D_B,&W<0.\end{cases}
\]

The sign of \(W\) tells which free species is present. I solved this equation by implicit finite volumes, with 1600 cells and 1500 time steps, and collected oxide cell by cell from the B balance. The front was read off afterwards as the zero of \(W\).

For the worked parameters this gives \(\gamma=0.05307\), against 0.05309 from the coupled equation, and \(\alpha=1.771\) from both. The mean oxide fractions over the depth ranges \(0.3\xi\) to \(0.6\xi\) and \(0.6\xi\) to \(0.9\xi\) differ by a relative \(6\times10^{-6}\) on this grid, and by a few parts in \(10^5\) or less on grids from 800 to 2400 cells. These are averages: single cells scatter by about 0.2% around the mean, because the front crosses the grid in discrete steps.

A second case has \(\varphi=4\) and \(r=0.5\), where \(\gamma\) is no longer small. The finite-volume result is \(\gamma=0.3937\), against 0.3939, with \(\alpha=1.452\) from both. This supports the similarity solution within the model. It cannot judge assumptions that both calculations share.

Q: Which of those would worry you first in a real alloy?

A: The solubility product, if it is not small. Free B and oxygen then coexist over a finite width, B can move inside the oxidized zone, and neither a sharp front nor a uniform \(f\) follows from this derivation.

Next is the oxide content. The model lets particles accumulate without hindering oxygen. Its fast-solute limit even predicts unlimited \(f\) as \(N_s\to0\), which contradicts the assumption of a dilute alloy. Well before that, obstruction and volume change must be included. The depths computed here leave out both effects. If the particles join into a continuous layer, the oxygen transport problem is a different one. The equations here contain no criterion for that transition.

The sample must also be thick enough. In the example \(\sqrt{D_Bt}=60\ \mu\mathrm m\), so depletion extends a few such lengths beyond the front. Once it reaches the back face, the far value is no longer \(N_0\), a new length enters, and the constant enrichment is lost.

Finally, \(f\) is an average over a volume containing many particles. It says how much B is held as oxide at a given depth, not how large the particles are or how they are spaced.
